# Minimum Terrace Width in Attachment-Limited Electromigration Step Bunches: verification in Python

```python
"""
Result under test: a stationary bunch of N steps, driven by a step-down force F
on adatoms with slow symmetric attachment and step repulsion A/l^2, has
    l_min = (8 B / (f l_av N^2))^(1/3),   f = F/kT,   B = 2 A Omega / kT,
so l_min ~ N^(-2/3) at fixed mean step spacing l_av.
Omega: area per atom in one step layer; d = D/K: attachment length;
mu: step chemical potential divided by kT; l[n]: terrace from step n to n+1.
Lengths in nm, energies in eV. Fluxes are scaled so that a uniform,
attachment-limited step train carries flux 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import beta

# ---------- inputs: rough values for Si(111) near 900 C ----------
temperature = 1173.0            # K
field = 5.0                     # V/cm
charge = 0.05                   # effective charge number
A = 0.05                        # eV nm, repulsion A/l^2 per unit length
l_av = 100.0                    # nm
d_attach = 1000.0               # nm
mobility = 5.0e4                # nm^3/s, equals 2 Omega^2 K c0
vapour_torr = 4.0e-10           # Torr
lattice = const.physical_constants["lattice parameter of silicon"][0] * 1e9
Omega = lattice**2 * np.sqrt(3) / 8
step_height = lattice / np.sqrt(3)
row_spacing = lattice * np.sqrt(6) / 4
kT = const.k * temperature / const.e
F = charge * field * 1e-7       # eV/nm
f = F / kT
B = 2 * A * Omega / kT
b = B / (f * l_av**4)           # dimensionless repulsion
c_corr = beta(2/3, 1/2) / 3 - 0.5


def second_difference(v):
    return np.roll(v, -1) - 2 * v + np.roll(v, 1)


def mu_nearest(l):
    u = l**-3.0
    return B * (u - np.roll(u, 1))


def mu_all_pairs(l):
    x = np.concatenate([[0.0], np.cumsum(l)[:-1]])
    separation = x[:, None] - x[None, :]
    total = np.zeros(len(l))
    for image in (-1, 0, 1):
        r = separation + image * l.sum()
        if image == 0:
            np.fill_diagonal(r, np.inf)
        total -= B * np.sum(r**-3.0, axis=1)
    return total


def flux_limited(l, mu):
    return (f * l - (np.roll(mu, -1) - mu)) / (f * l_av)


def terrace_flux(l, mu_left, mu_right, drift, d):
    """Flux divided by D c0, for any drift strength."""
    top = np.expm1(mu_left + drift * l) - np.expm1(mu_right)
    growth = np.expm1(drift * l)
    return top / (growth / drift + d * (2 + growth))


def flux_full(l, d):
    mu = mu_nearest(l)
    return terrace_flux(l, mu, np.roll(mu, -1), f, d) * 2 * d / (f * l_av)


def starting_widths(sizes):
    """Trial widths: each bunch is followed by one wide terrace."""
    inner = []
    for size in sizes:
        n = np.arange(1, size)
        inner.append((f * l_av / (2 * B) * n * (size - n))**(-1/3))
    wide = (sum(sizes) * l_av - sum(p.sum() for p in inner)) / len(sizes)
    return np.concatenate([np.append(p, wide) for p in inner])


def stationary(flux, l_start):
    """Newton solution: equal flux on all terraces, given mean spacing."""
    def residual(y):
        l = np.exp(y[:-1])
        return np.append(flux(l) - y[-1], l.mean() / l_av - 1)
    y = np.append(np.log(l_start), 1.0)
    for _ in range(80):
        r = residual(y)
        if np.max(np.abs(r)) < 1e-7:
            return np.exp(y[:-1]), y[-1]
        jac = np.empty((len(y), len(y)))
        for k in range(len(y)):
            shifted = y.copy()
            shifted[k] += 1e-6
            jac[:, k] = (residual(shifted) - r) / 1e-6
        step = np.linalg.solve(jac, r)
        y = y - step * min(1.0, 0.5 / np.max(np.abs(step)))
    raise AssertionError("no stationary state found")


def leading_width(N, stretch=1.0):
    return (8 * B * stretch / (f * l_av * N**2))**(1/3)


def corrected_width(N, stretch=1.0):
    w = leading_width(N, stretch)
    return w * (1 + c_corr * w / l_av)


# ---------- terrace flux against a discretized boundary-value problem ----------
cells, width, drift, d_test, muL, muR = 400, 2.0, 0.4, 1.5, 0.2, -0.1
h = width / cells
M = np.zeros((cells + 2, cells + 2))
rhs = np.zeros(cells + 2)
for i in range(cells):
    M[i, i] = 1 / h + drift / 2
    M[i, i + 1] = -1 / h + drift / 2
    M[i, -1] = -1
M[cells, 0], M[cells, -1], rhs[cells] = 1, d_test, np.exp(muL)
M[cells + 1, cells], M[cells + 1, -1] = 1, -d_test
rhs[cells + 1] = np.exp(muR)
J_grid = np.linalg.solve(M, rhs)[-1]
J_formula = terrace_flux(width, muL, muR, drift, d_test)
assert abs(J_grid / J_formula - 1) < 1e-4
# weak-drift law: small drift and small chemical potentials
weak = (1e-4 * 2.0 + 2e-4 - 1e-4) / (2.0 + 2 * d_test)
assert abs(terrace_flux(2.0, 2e-4, 1e-4, 1e-4, d_test) / weak - 1) < 1e-3

# ---------- chemical potential against energy differences ----------
x_steps = np.array([0.0, 1.0, 2.3, 3.1, 4.7, 5.6])
period = 7.0


def widths(x):
    return np.diff(np.append(x, x[0] + period))


def energy(x):
    return A * np.sum(widths(x)**-2.0)


for n in range(6):
    e = np.zeros(6)
    e[n] = 1e-5
    slope = (energy(x_steps + e) - energy(x_steps - e)) / 2e-5
    assert abs(Omega * slope / kT - mu_nearest(widths(x_steps))[n]) < 1e-6 * B

# ---------- continuum flux law against a smooth discrete step train ----------
k, amp = 0.02, 0.3
number = np.arange(0, 320, dtype=float)


def position(n):
    x = n.copy()
    for _ in range(60):
        x += (n - x - amp / k * np.sin(k * x)) / (1 + amp * np.cos(k * x))
    return x


u_train = np.diff(position(number))**-3.0
discrete = u_train[2:] - 2 * u_train[1:-1] + u_train[:-2]
xm = position(number[1:-2] + 0.5)
m = 1 + amp * np.cos(k * xm)
m2_second = -2 * amp * k**2 * (np.cos(k * xm) + amp * np.cos(2 * k * xm))
continuum = 1.5 * m2_second / m
assert np.max(np.abs(discrete - continuum)) < 0.01 * np.max(np.abs(continuum))


# ---------- stability and time evolution of the step train ----------
def width_rate(l, sign, repulsion):
    J = sign * l - repulsion * second_difference(l**-3.0)
    return -second_difference(J)


ring, b_test = 12, 0.1
jac = np.array([(width_rate(1 + 1e-5 * e, 1, b_test)
                 - width_rate(1 - 1e-5 * e, 1, b_test)) / 2e-5
                for e in np.eye(ring)]).T
kappa = 2 * (1 - np.cos(2 * np.pi * np.arange(ring) / ring))
rates = np.sort(kappa * (1 - 3 * b_test * kappa))
assert np.allclose(np.sort(np.linalg.eigvals(jac).real), rates, atol=1e-5)

noise = np.random.default_rng(3).normal(size=ring) * 0.1
l_init = 1 + noise - noise.mean()
final = {}
for sign in (1, -1):
    run = solve_ivp(lambda t, y: width_rate(np.exp(y), sign, b) / np.exp(y),
                    (0, 5000), np.log(l_init), method="LSODA",
                    rtol=1e-9, atol=1e-10)
    assert run.success
    final[sign] = np.exp(run.y[:, -1])
l_ring, _ = stationary(lambda l: flux_limited(l, mu_nearest(l)),
                       starting_widths([ring]))
assert np.sum(final[1] > 1) == 1
assert abs(final[1].min() * l_av / l_ring.min() - 1) < 1e-3
assert np.max(np.abs(final[-1] - 1)) < 1e-4

# ---------- stationary bunches against the scaling law ----------
sizes = [10, 20, 40, 80, 160]
solved = {}
for N in sizes:
    l, j = stationary(lambda l: flux_limited(l, mu_nearest(l)),
                      starting_widths([N]))
    solved[N] = l
    lam = leading_width(N) / l_av
    assert abs(j - 1) < 1e-6
    assert np.argmin(l) == N // 2 - 1
    assert abs(l.min() / corrected_width(N) - 1) < 1.5 * lam**2 + 1e-4
    edge = (2 * B / (f * l_av * (N - 1)))**(1/3)
    assert abs(l[0] / edge - 1) < lam
exponents = [np.log(solved[2 * N].min() / solved[N].min()) / np.log(2)
             for N in sizes[:-1]]
assert abs(exponents[-1] + 2/3) < 0.01
width_factor = beta(1/2, 2/3) / 2
l160 = solved[160]
width_ratio = l160[:-1].sum() / (160 * l160.min())
assert abs(width_ratio / width_factor - 1) < 0.05

# first integral of the continuum law, by quadrature, returns the step number
m_max = 1 / solved[40].min()


def integrand(t):
    s = 1 - t * t
    bracket = (2/3 * f * l_av * m_max**3 * (1 - s**3)
               - f * m_max**2 * (1 - s**2))
    return 4 * (m_max * s)**2 * 2 * m_max * t / np.sqrt(4 / (3 * B) * bracket)


N_quad = quad(integrand, 0, 1)[0]
assert abs(N_quad / 40 - 1) < 2e-3

# two unequal bunches in one period, each with its own step number
pair, j_pair = stationary(lambda l: flux_limited(l, mu_nearest(l)),
                          starting_widths([12, 28]))
assert abs(pair[:11].min() / corrected_width(12) - 1) < 0.01
assert abs(pair[12:39].min() / corrected_width(28) - 1) < 0.01

# ---------- neglected effects ----------
finite_d = {}
for d in (d_attach, 50.0):
    stretch = 1 + l_av / (2 * d)
    l, j = stationary(lambda l: flux_full(l, d), starting_widths([40]))
    assert abs(j * stretch - 1) < 5e-3
    assert abs(l.min() / corrected_width(40, stretch) - 1) < 3e-3
    finite_d[d] = l.min() / solved[40].min()

all_pairs = {}
for N in (40, 80):
    l = solved[N]
    for s in (0.25, 0.5, 0.75, 1.0):
        l, _ = stationary(lambda w: flux_limited(
            w, (1 - s) * mu_nearest(w) + s * mu_all_pairs(w)), l)
    all_pairs[N] = l.min()
pair_ratio = {N: all_pairs[N] / solved[N].min() for N in all_pairs}
pair_limit = (np.pi**2 / 6)**(1/3)
pair_exponent = np.log(all_pairs[80] / all_pairs[40]) / np.log(2)
assert all(1.08 < r < 1.20 for r in pair_ratio.values())
assert abs(pair_exponent + 2/3) < 0.03

velocity_scale = mobility / (4 * Omega)          # Omega K c0 / 2, nm/s
drift_flux = velocity_scale * f * l_av           # Omega J, nm/s
growth_rate = velocity_scale * f * 4 * (1 - 12 * b)
mass = 28.0855 * const.atomic_mass
evaporation = (vapour_torr * const.torr
               / np.sqrt(2 * np.pi * mass * const.k * temperature))
layer_rate = evaporation * 1e-18 * Omega         # layers per second
loss_ratio = layer_rate * 40 * l_av / drift_flux

# ---------- output ----------
print(f"temperature {temperature:.0f} K, kT {kT:.5f} eV")
print(f"field {field:.1f} V/cm, effective charge {charge:.2f}")
print(f"force F {F:.3e} eV/nm, f = F/kT {f:.4e} 1/nm")
print(f"repulsion A {A:.3f} eV nm, area per atom {Omega:.5f} nm^2")
print(f"B = 2 A Omega/kT {B:.5f} nm^3")
print(f"mean spacing {l_av:.0f} nm, attachment length {d_attach:.0f} nm")
print(f"dimensionless repulsion b {b:.4e}")
print(f"correction coefficient c {c_corr:.5f}")
for N in sizes:
    l = solved[N]
    print(f"N {N}: l_min solved {l.min():.4f} nm, "
          f"leading law {leading_width(N):.4f} nm, "
          f"corrected {corrected_width(N):.4f} nm")
for N in sizes:
    l = solved[N]
    print(f"N {N}: edge terrace {l[0]:.3f} nm, "
          f"bunch width {l[:-1].sum():.1f} nm, wide terrace {l[-1]:.1f} nm")
for N, p in zip(sizes[:-1], exponents):
    print(f"local exponent from N {N} to {2 * N}: {p:.4f}")
print(f"width/(N l_min), N 160: {width_ratio:.4f}, limit {width_factor:.4f}")
print(f"step number from first integral (true 40): {N_quad:.3f}")
print(f"unequal bunches 12 and 28: l_min {pair[:11].min():.3f} "
      f"and {pair[12:39].min():.3f} nm")
print(f"time evolution, N 12: l_min {final[1].min() * l_av:.4f} nm, "
      f"stationary {l_ring.min():.4f} nm")
print(f"reversed force: largest deviation from uniform "
      f"{np.max(np.abs(final[-1] - 1)):.1e} of l_av")
for d in finite_d:
    print(f"attachment length {d:.0f} nm: l_min factor {finite_d[d]:.4f}, "
          f"law {(1 + l_av / (2 * d))**(1/3):.4f}")
for N in pair_ratio:
    print(f"all-pair repulsion, N {N}: l_min {all_pairs[N]:.4f} nm, "
          f"factor {pair_ratio[N]:.4f}")
print(f"all-pair limit factor {pair_limit:.4f}, exponent {pair_exponent:.4f}")
print(f"drift parameter F N l_av/kT, N 40: {f * 40 * l_av:.2e}")
print(f"step mobility {mobility:.1e} nm^3/s, drift flux {drift_flux:.2f} nm/s")
print(f"pairing growth time {1 / growth_rate:.1f} s")
print(f"vapour pressure {vapour_torr:.1e} Torr, loss {layer_rate:.2e} layers/s")
print(f"sublimation loss per period / drift flux, N 40: {loss_ratio:.3f}")
print(f"atomic row spacing {row_spacing:.4f} nm, step height "
      f"{step_height:.4f} nm")
for N in (40, 160):
    angle = np.degrees(np.arctan(step_height / solved[N].min()))
    print(f"steepest slope, N {N}: {angle:.1f} degrees")
print("all tests passed")
```

Running it gives:

```
temperature 1173 K, kT 0.10108 eV
field 5.0 V/cm, effective charge 0.05
force F 2.500e-08 eV/nm, f = F/kT 2.4733e-07 1/nm
repulsion A 0.050 eV nm, area per atom 0.06386 nm^2
B = 2 A Omega/kT 0.06318 nm^3
mean spacing 100 nm, attachment length 1000 nm
dimensionless repulsion b 2.5544e-03
correction coefficient c 0.36237
N 10: l_min solved 6.0234 nm, leading law 5.8902 nm, corrected 6.0159 nm
N 20: l_min solved 3.7624 nm, leading law 3.7106 nm, corrected 3.7605 nm
N 40: l_min solved 2.3578 nm, leading law 2.3375 nm, corrected 2.3573 nm
N 80: l_min solved 1.4805 nm, leading law 1.4725 nm, corrected 1.4804 nm
N 160: l_min solved 0.9308 nm, leading law 0.9276 nm, corrected 0.9308 nm
N 10: edge terrace 8.479 nm, bunch width 62.0 nm, wide terrace 938.0 nm
N 20: edge terrace 6.553 nm, bunch width 84.8 nm, wide terrace 1915.2 nm
N 40: edge terrace 5.128 nm, bunch width 112.1 nm, wide terrace 3887.9 nm
N 80: edge terrace 4.039 nm, bunch width 145.4 nm, wide terrace 7854.6 nm
N 160: edge terrace 3.192 nm, bunch width 186.5 nm, wide terrace 15813.5 nm
local exponent from N 10 to 20: -0.6789
local exponent from N 20 to 40: -0.6742
local exponent from N 40 to 80: -0.6713
local exponent from N 80 to 160: -0.6696
width/(N l_min), N 160: 1.2521, limit 1.2936
step number from first integral (true 40): 40.001
unequal bunches 12 and 28: l_min 5.320 and 2.998 nm
time evolution, N 12: l_min 5.3199 nm, stationary 5.3199 nm
reversed force: largest deviation from uniform 3.5e-11 of l_av
attachment length 1000 nm: l_min factor 1.0165, law 1.0164
attachment length 50 nm: l_min factor 1.2628, law 1.2599
all-pair repulsion, N 40: l_min 2.7600 nm, factor 1.1706
all-pair repulsion, N 80: l_min 1.7407 nm, factor 1.1757
all-pair limit factor 1.1805, exponent -0.6650
drift parameter F N l_av/kT, N 40: 9.89e-04
step mobility 5.0e+04 nm^3/s, drift flux 4.84 nm/s
pairing growth time 5.3 s
vapour pressure 4.0e-10 Torr, loss 4.94e-05 layers/s
sublimation loss per period / drift flux, N 40: 0.041
atomic row spacing 0.3326 nm, step height 0.3136 nm
steepest slope, N 40: 7.6 degrees
steepest slope, N 160: 18.6 degrees
all tests passed
```
